# Rotating a Cubic Stiffness Matrix into Channel Axes with Bond Matrices

An isotropic solid with $C_{11}=180$, $C_{12}=60$ and $C_{44}=60$ GPa has the same stiffness in every direction. Turn its $6\times6$ matrix into axes whose first member lies along $[1\,1\,\bar2]$. With one of two similar rotation matrices, $C_{11}$ stays at 180 GPa; with the other it becomes 135 GPa. The two matrices differ only by factors of 2 and 1/2 in some entries. These factors come from the way shear strain is stored, and they decide whether the elastic energy survives the rotation.

## Conventions

The rows of the orthogonal matrix $a$ are the unit vectors of the new axes, written in the cube axes. A vector has new components $v'_i=a_{ij}v_j$, with repeated tensor indices summed. The crystal stays fixed and the axes turn. Pairs of indices are stored in the order

$$1,2,3,4,5,6\;\leftrightarrow\;11,22,33,23,13,12 .$$

Capital letters label pairs: $I=(ij)$, $J=(kl)$. Stress is stored as it is, $\sigma_I=\sigma_{ij}$. Strain is stored with engineering shears,

$$e_I=g_I\,\varepsilon_{ij},\qquad g=(1,1,1,2,2,2),\qquad G=\mathrm{diag}(g).$$

Elasticity is linear, strains are small, and both tensors are symmetric. The work density then has no loose factors:

$$\sigma_{ij}\varepsilon_{ij}=\sum_I g_I\,\sigma_I\varepsilon_I=\sigma^Te ,$$

because each off-diagonal pair occurs twice in the tensor sum.

For the same reason, in $\sigma_{ij}=C_{ijkl}\varepsilon_{kl}$ the two equal shear terms combine into $C_{ijkl}\,2\varepsilon_{kl}=C_{ijkl}e_J$. Hence $\sigma=Ce$ with $C_{IJ}=C_{ijkl}$ and no factor. The compliance does carry factors. From $\varepsilon_{ij}=S_{ijkl}\sigma_{kl}$,

$$e_I=g_I\sum_J g_J\,S_{ijkl}\,\sigma_J\quad\Rightarrow\quad S_{IJ}=g_Ig_J\,S_{ijkl}.$$

## The two Bond matrices

Stress rotates as $\sigma'_{ij}=a_{ik}a_{jl}\sigma_{kl}$. A normal component $\sigma_{kk}$ occurs once. A shear component occurs as $\sigma_{kl}$ and as $\sigma_{lk}$. Collecting them gives $\sigma'=M\sigma$ with

$$M_{IJ}=\begin{cases}a_{ik}a_{jk}, & k=l\\ a_{ik}a_{jl}+a_{il}a_{jk}, & k\ne l.\end{cases}$$

The tensor strain obeys the same law, so $\varepsilon'_I=\sum_J M_{IJ}\varepsilon_J$. Put $\varepsilon_J=e_J/g_J$ and multiply by $g_I$:

$$e'=Ne,\qquad N_{IJ}=\frac{g_I}{g_J}M_{IJ},\qquad N=GMG^{-1}.$$

The normal-from-shear block of $M$ is halved, the shear-from-normal block is doubled, and the other two blocks are unchanged.

Work supplies the link between them. Since $a^Ta=1$,

$$\sigma'^Te'=\mathrm{tr}(a\sigma a^T\,a\varepsilon a^T)=\mathrm{tr}(\sigma\varepsilon)=\sigma^Te .$$

The left side is $\sigma^TM^TNe$. As $\sigma$ and $e$ are arbitrary,

$$M^TN=1,\qquad M^{-1}=N^T,\qquad N^{-1}=M^T .$$

No numerical inversion is needed.

## Stiffness, compliance and energy

Insert the inverse strain rotation into Hooke's law:

$$\sigma'=M\sigma=MCe=MCN^{-1}e'=MCM^Te' .$$

Likewise $e'=NS\sigma=NSM^{-1}\sigma'=NSN^T\sigma'$. Therefore

$$C'=MCM^T,\qquad S'=NSN^T .$$

Direct tensor rotation gives the same matrix. With $\varepsilon_{rs}=a_{kr}a_{ls}\varepsilon'_{kl}$,

$$\sigma'_{ij}=a_{ip}a_{jq}C_{pqrs}\varepsilon_{rs}=\left(a_{ip}a_{jq}a_{kr}a_{ls}C_{pqrs}\right)\varepsilon'_{kl}.$$

The bracket is $C'_{ijkl}$. Stored without factors, it maps $e'$ to $\sigma'$, as $MCM^T$ does. Two matrices that act alike on every $e'$ are equal. The energy follows at once:

$$\tfrac12e'^TC'e'=\tfrac12e^TN^TM\,C\,M^TNe=\tfrac12e^TCe .$$

None of this uses cubic symmetry. For 20 random orthogonal $a$, each applied to the silicon matrix used below and to a random symmetric positive-definite matrix without crystal symmetry, the Bond and tensor results differ by at most $4\times10^{-16}$ of the largest entry. The energy of a random strain changes by at most $2\times10^{-15}$ of itself.

For a cubic crystal define $H=C_{11}-C_{12}-2C_{44}$. In the cube axes

$$C_{pqrs}=C_{12}\delta_{pq}\delta_{rs}+C_{44}(\delta_{pr}\delta_{qs}+\delta_{ps}\delta_{qr})+H\delta_{pqrs},$$

where the last symbol is one if all four indices agree and zero otherwise. The entry 1111 is $C_{12}+2C_{44}+H=C_{11}$; 1122 is $C_{12}$; 2323 is $C_{44}$. Under rotation $aa^T=1$ preserves the first two terms, so

$$C'_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+HQ_{ijkl},$$

$$Q_{ijkl}=\sum_p a_{ip}a_{jp}a_{kp}a_{lp}.$$

All dependence on direction sits in $HQ$. If $H=0$, the solid is isotropic and $C'=C$.

## Pseudocode and cost

```
input: three orthogonal axis vectors, C in cube axes
normalize the vectors; store them as rows of a
stop if a a^T differs from 1 beyond rounding
for each pair I=(i,j), J=(k,l):
    if k = l: M[I,J] = a[i,k] a[j,k]
    else:     M[I,J] = a[i,k] a[j,l] + a[i,l] a[j,k]
    N[I,J] = g[I] M[I,J] / g[J]
C_new = M C M^T
stress to channel axes: M s;  back: N^T s
strain to channel axes: N e;  back: M^T e
```

The two matrix products take $2\times6^3=432$ multiplications. Rotating the tensor one index at a time takes $4\times81\times3=972$. A single sum over all four old indices has $81\times81=6561$ terms. For one crystal the difference is trivial; for a mesh with many orientations it may matter.

## Conditioning and eigenvalues

Define $R=G^{1/2}MG^{-1/2}$. From $N=GMG^{-1}$ we have $GM=NG$, hence $M^TGM=M^TNG=G$ and

$$R^TR=G^{-1/2}M^TGMG^{-1/2}=1 .$$

So $R$ is orthogonal. Since $M=G^{-1/2}RG^{1/2}$, neither $M$ nor its inverse can stretch a vector by more than $\sqrt2$. The condition number of $M$ is at most 2, and rounding errors are not strongly amplified.

The scaled stiffness $\hat C=G^{1/2}CG^{1/2}$ rotates as $\hat C'=R\hat CR^T$ and keeps its eigenvalues. For a cubic crystal these are $C_{11}+2C_{12}$ for a volume change, $C_{11}-C_{12}$ (twice) and $2C_{44}$ (three times).

The plain matrix $C$ does not in general keep its eigenvalues, even when rotated correctly; it keeps them in special cases such as an isotropic solid, where $C'=C$. For the silicon example they change from 80, 80, 80, 102, 102, 294 GPa to 51.0, 56.2, 80.0, 145.1, 160.0, 294.0 GPa. The value 294 survives because equal normal strains without shear look the same in all axes. Comparing plain eigenvalues would thus reject a correct code. Their signs are safe: $x^TMCM^Tx=(M^Tx)^TC(M^Tx)>0$ for $x\neq0$ if $C$ is positive definite.

## Failure modes

**Using $N$ for the stiffness.** Let the first new axis be $n$, so $a_{1k}=n_k$. For an isotropic solid $C_{11}-C_{12}=2C_{44}$. The first row of $N$ contains $n_k^2$ and $n_kn_l$, so

$$(NCN^T)_{11}=C_{12}+2C_{44}\sum_kn_k^4+C_{44}s,\qquad s=\sum_{k<l}n_k^2n_l^2 .$$

Since $\sum_kn_k^4=1-2s$, this equals $C_{11}-3C_{44}s$. The matrix $M$ has $2n_kn_l$ instead; its shear term is $4C_{44}s$ and the deficit vanishes. For $n=(1,1,-2)/\sqrt6$, $s=(1+4+4)/36=1/4$. The deficit is $3\times60/4=45$ GPa, which turns 180 into 135.

An isotropic solid is therefore a sharp test of this slip: the deficit is nonzero whenever $n$ is not a cube axis. Compare the 22 and 33 entries as well: in a turn about the first axis, $n$ stays a cube axis and the 11 entry is right even with the wrong matrix. A 90° turn about a cube axis is no test at all. The condition $M=N$ requires $M_{IJ}=0$ wherever $g_I\ne g_J$. The shear-from-normal block then demands $a_{ik}a_{jk}=0$ for $i\ne j$, so each column of $a$ has one nonzero entry. Such an $a$ is a signed permutation, and for every signed permutation the other mixed block vanishes too. There are $3!\times2^3=48$ of them, and enumeration finds $M=N$ for all 48.

The familiar $[110]$ channel on a (001) surface shows the slip in another entry. With $x'=[110]/\sqrt2$ and $y'=[\bar110]/\sqrt2$, $Q_{1212}=1/2$ and

$$C'_{66}=C_{44}+\tfrac12H=\tfrac12(C_{11}-C_{12}).$$

The sixth row of $N$ is $(-1,1,0,0,0,0)$, so $NCN^T$ gives $2(C_{11}-C_{12})$, four times too much.

**Using $a^T$ for $a$.** This is a valid rotation into the wrong axes. It conserves energy and leaves an isotropic solid unchanged, so neither test sees it. A directional test usually does: the stress $Tn_in_j$, with $n$ the first channel axis, must become $(T,0,0,0,0,0)$. One axis can pass by chance, as $n=[100]$ does for any turn about $[100]$, so repeat the test with the second and third axes. A 90° turn about a cube axis still passes all three, because only the signs of some shears are wrong. To catch it, test shear as well: for each pair $n,m$ of channel axes, the stress $T(n_im_j+m_in_j)$ must become a single shear entry $+T$.

**Axes of wrong length.** Since $C'$ is of fourth degree in $a$, a common relative length error $\delta$ gives a relative stiffness error of about $4\delta$. Reversing an axis to make a left-handed set does no such harm: the derivation needs $aa^T=1$, not a positive determinant.

**Different shear order.** The order of 23, 13 and 12 must be the same in $C$, $M$ and the vectors. Data in another order must be permuted first.

## A silicon channel on a (111) surface

Take $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, model values chosen to resemble silicon, so $H=-58$ GPa. The axes are

$$x'=\frac{[1\,1\,\bar2]}{\sqrt6},\qquad y'=\frac{[\bar1\,1\,0]}{\sqrt2},\qquad z'=\frac{[1\,1\,1]}{\sqrt3},$$

along the channel, across it and normal to the surface. Then

$$Q_{1111}=\frac{1+1+16}{36}=\frac12,\qquad Q_{3333}=\frac13,$$

$$Q_{1113}=\frac{1+1-8}{6\sqrt6\,\sqrt3}=-\frac1{3\sqrt2}.$$

The closed form gives

$$C'_{11}=64+160-29=195\ \text{GPa},$$

$$C'_{33}=64+160-58/3=204.7\ \text{GPa},$$

$$C'_{15}=58/(3\sqrt2)=13.7\ \text{GPa}.$$

The last entry is absent in cube axes. A stretch along the channel with all other strains held at zero now requires a shear stress.

Apply a tension $T=1$ GPa along $x'$, with all other channel-frame stresses zero. In cube axes the stored stress is $T(1,1,4,-2,-2,1)/6$. Hooke's law for the normal components is $\sigma_{ii}=(C_{11}-C_{12})\varepsilon_{ii}+C_{12}\,\mathrm{tr}\,\varepsilon$ (no sum), and its trace is $\mathrm{tr}\,\sigma=(C_{11}+2C_{12})\,\mathrm{tr}\,\varepsilon$. Thus

$$\varepsilon_{zz}=\frac{4/6-64/294}{102}=0.440\%,\qquad
\varepsilon_{xx}=\varepsilon_{yy}=\frac{1/6-64/294}{102}=-0.050\%.$$

The engineering shears are $e_4=e_5=-(1/3)/80=-0.417\%$ and $e_6=(1/6)/80=0.208\%$. Multiplication by $N$ gives

$$e'=(0.589,\,-0.154,\,-0.095,\,0,\,-0.168,\,0)\,\% .$$

The negative $e'_5$ means that the angle between material lines along $x'$ and $z'$ opens by about 1.7 mrad. With no shear stress in the channel frame, the anisotropic crystal still shears as it stretches.

The energy density is $\frac12Te'_1=\frac12(1\,\text{GPa})(0.00589)=2.95$ MJ/m³, the same in both frames. With $NCN^T$ and the same strain it would be 2.13 MJ/m³, 28% below the correct value.

## Consequence for the conduction valleys

In linear deformation-potential theory, the silicon valleys on axis $v$ shift by a common amount plus $\Xi_u\varepsilon_{vv}$. With a rough $\Xi_u=9$ eV,

$$E_z-E_x=\frac{\Xi_uT(n_z^2-n_x^2)}{C_{11}-C_{12}}
=\frac{9\times1\times\frac12}{102}\ \text{eV}=44\ \text{meV}.$$

Tension lowers the $x$ and $y$ valleys relative to $z$; compression reverses the order. The splitting is 1.7 times $k_BT_{\rm room}=25.9$ meV at 300 K, so it matters for the valley occupations.

If the channel strain is known first, the way back is $e=M^Te'$. Using $N^Te'$ doubles the contribution of $e'_5$ to the normal strains. The spurious part of $\varepsilon_{zz}-\varepsilon_{xx}$ is

$$e'_5(a_{1z}a_{3z}-a_{1x}a_{3x})=(-0.1675\%)(-0.7071)=0.118\%,$$

or 11 meV. This is 24% of the correct difference, 0.490%, and the splitting becomes 55 meV.

## Comparison with a real channel

The elastic constants are close to those of silicon near room temperature, and 1 GPa is a realistic order for a strained channel. The (111) surface was chosen because it mixes normal and shear components; (001) surfaces are the usual choice for silicon transistors. The value of $\Xi_u$ is less certain than the elastic constants, and the splitting is proportional to it.

One assumption that can fail is free sideways contraction. If a wide channel has $e'_2=0$, while its surface and shear stresses remain zero, then $\sigma'_2=-(S'_{21}/S'_{22})T$. Here $S'_{22}=S'_{11}$, because $Q_{1111}=Q_{2222}$ and the two directions have equal Young's moduli. The side stress is $0.154/0.589=0.26$ GPa. It acts along $[\bar110]$, for which $n_z^2-n_x^2=-\frac12$, so the splitting falls to $44(1-0.26)=33$ meV, 26% below the free case at the same $T$.

The other effects estimated here are smaller:

- **Azimuth error.** Turning the stress by $\theta$ within the surface gives $|n_x^2-n_y^2|=\sin2\theta/\sqrt3$. At 1° the $x$ and $y$ valleys separate by 1.8 meV.
- **Shear coupling of bands.** Let $q$ be the wavevector from the zone boundary in units of the unstrained valley position, $\Delta$ the gap between the two lowest conduction bands at that valley position, and $D\varepsilon$ their coupling by the shear $\varepsilon$ in the plane normal to the valley axis ($\varepsilon_{xy}$ for the $z$ valleys, $\varepsilon_{yz}$ for the $x$ valleys). The lower band is $E=\Delta q^2/4-r$, with $r^2=(\Delta q/2)^2+(D\varepsilon)^2$. Eliminating $q$ gives $E=[r^2-(D\varepsilon)^2]/\Delta-r$, with its minimum at $r=\Delta/2$. The shift is $-(D\varepsilon)^2/\Delta$, valid for $|D\varepsilon|<\Delta/2$. With rough values $D=14$ eV and $\Delta=0.5$ eV, the $z$ valleys move by $-0.4$ meV and the $x$ valleys by $-1.7$ meV. Here $\varepsilon$ is the tensor shear; inserting the engineering shear would quadruple the shift.
- **Nonlinearity and temperature.** A rough $C_{111}=-800$ GPa sets a scale of $\frac12|C_{111}|e'_1/C_{11}=1.4\%$ for the nonlinear change in stress; the actual change along $[1\,1\,\bar2]$ also depends on the other third-order constants. A rough softening of $10^{-4}$ per kelvin gives 1% over 100 K.

With unstrained masses, confinement normal to (111) adds no valley splitting in the effective-mass model. With rough masses 0.92 and 0.19 $m_e$, each valley has $1/m=(1/0.92+2/0.19)/3$ in units of $1/m_e$, or $m=0.26\,m_e$. Shear strain spoils this equality, because it changes the transverse masses differently in the $z$ and $x$ valleys. To include transverse motion in the two-band model, replace the coupling $D\varepsilon$ by $D\varepsilon-\hbar^2k_1k_2(1/0.19-1)/m_e$, where $k_1$ and $k_2$ are the wavevector components along the two cube axes normal to the valley axis. The normal masses at $T=1$ GPa then become about 0.25 $m_e$ for the $z$ valleys and 0.28 $m_e$ for the $x$ valleys, which adds roughly 8 meV to $E_z-E_x$ in a hard-walled well 5 nm wide. This estimate is proportional to $D/\Delta$, so it is only as good as those rough inputs. It also grows as the inverse square of the width: at 3 nm it is about 21 meV, more than the 11.5 meV effect of sideways clamping. On (001) the normal masses differ even without strain, and confinement must be added to the strain splitting.

The full matrices, and several values with more digits, are in the numerical output below.

## Computed values

```
Inputs C11, C12, C44 (GPa): 166, 64, 80
H = C11-C12-2C44 (GPa): -58
Largest relative error, Bond vs tensor: 4e-16
Largest relative energy error: 2e-15
Signed permutations with M = N: 48
M (no unit):
  0.1667   0.1667   0.6667  -0.6667  -0.6667   0.3333
  0.5000   0.5000   0.0000   0.0000   0.0000  -1.0000
  0.3333   0.3333   0.3333   0.6667   0.6667   0.6667
 -0.4082   0.4082   0.0000   0.4082  -0.4082   0.0000
  0.2357   0.2357  -0.4714  -0.2357  -0.2357   0.4714
 -0.2887   0.2887   0.0000  -0.5774   0.5774   0.0000
N (no unit):
  0.1667   0.1667   0.6667  -0.3333  -0.3333   0.1667
  0.5000   0.5000   0.0000   0.0000   0.0000  -0.5000
  0.3333   0.3333   0.3333   0.3333   0.3333   0.3333
 -0.8165   0.8165   0.0000   0.4082  -0.4082   0.0000
  0.4714   0.4714  -0.9428  -0.2357  -0.2357   0.4714
 -0.5774   0.5774   0.0000  -0.5774   0.5774   0.0000
C' channel axes (GPa):
  195.00    54.33    44.67     0.00    13.67     0.00
   54.33   195.00    44.67     0.00   -13.67     0.00
   44.67    44.67   204.67     0.00     0.00     0.00
    0.00     0.00     0.00    60.67     0.00   -13.67
   13.67   -13.67     0.00     0.00    60.67     0.00
    0.00     0.00     0.00   -13.67     0.00    70.33
Scaled eigenvalues (GPa): 102.0 102.0 160.0 160.0 160.0 294.0
Plain eigenvalues, cube axes (GPa): 80.0 80.0 80.0 102.0 102.0 294.0
Plain eigenvalues, channel (GPa): 51.0 56.2 80.0 145.1 160.0 294.0
C'11 with wrong matrix (GPa): 135.00
Isotropic C'11 right, wrong (GPa): 180.0, 135.0
Channel stress (GPa): 1.0
Channel strain e' (%): 0.5893 -0.1542 -0.0950 0.0000 -0.1675 0.0000
Cube-axis strain e (%): -0.0500 -0.0500 0.4402 -0.4167 -0.4167 0.2083
Young modulus along channel (GPa): 169.7
Energy density cube, channel (MJ/m3): 2.9464, 2.9464
Energy density, wrong matrix (MJ/m3): 2.1277
Deformation potential Xi_u (eV): 9.0
Valley splitting E_z-E_x (meV): 44.1
Splitting with wrong strain matrix (meV): 54.8
Thermal energy kT at 300 K (meV): 25.9
Clamped: side stress (GPa), splitting (meV): 0.262, 32.6
1 degree azimuth: x-y valley splitting (meV): 1.78
Shear inputs D, band gap at valley (eV): 14, 0.5
Shear shift of z, x valleys (meV): -0.43, -1.70
Third-order C111 (GPa), effect (%): -800, 1.4
Softening (1/K), effect of 100 K (%): 1e-04, 1.0
Valley masses m_l, m_t (m_e): 0.92, 0.19
Normal masses x,y,z on (111) (m_e): 0.258 0.258 0.258
```
